# Dirac-point gap of honeycomb-ferromagnet magnons with Dzyaloshinskii-Moriya coupling

Suppose a calculation gives two magnon branches of a honeycomb ferromagnet separated by 3.12 meV at the zone corner K, and the Dzyaloshinskii-Moriya (DM) coupling $D$ is to be extracted. One must decide what to divide by. For spin $S=3/2$ and a Hamiltonian that counts each bond once, the divisor is $6\sqrt3\,S=15.6$, giving $D=0.20$ meV. If the Hamiltonian sums over ordered pairs, so that each bond appears twice, the divisor doubles and the same splitting means $D=0.10$ meV. If the full band gap is known instead, one must also decide whether it equals the splitting at K. Both decisions rest on the result derived here in two ways.

## Model and conventions

With $J>0$, $A\ge0$ and each bond counted once,

$$H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j+D\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\,\hat z\cdot(\mathbf S_i\times\mathbf S_j)-A\sum_i(S_i^z)^2 .$$

The first sum runs over nearest neighbours, the second over second neighbours. The path from $i$ to its second neighbour $j$ has two steps; $\nu_{ij}=+1$ if it turns left and $-1$ if it turns right. Hence $\nu_{ji}=-\nu_{ij}$. The cross product also changes sign under exchange of $i$ and $j$, so the bond energy does not depend on the order. The spins are polarized along $+z$, parallel to the DM vector.

Lengths are in units of the nearest-neighbour distance $d$. The vectors from an A site to its B neighbours are

$$\delta_1=(0,1),\quad \delta_2=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \delta_3=\left(\tfrac{\sqrt3}{2},-\tfrac12\right).$$

A path A→B→A has steps $\delta_m$ and $-\delta_n$. It turns left when $\delta_m\times\delta_n$ points along $-z$. The left-turn displacements on A are therefore

$$b_1=\delta_2-\delta_1,\quad b_2=\delta_3-\delta_2,\quad b_3=\delta_1-\delta_3 .$$

On B the steps are $-\delta_m$ and $+\delta_n$, and the same condition gives the displacements $-b_m$. This reversal between sublattices is the origin of the gap.

## First derivation: one magnon as a Haldane particle

**Hopping amplitudes.** Let $S^\pm=S^x\pm iS^y$. Multiplying out,

$$S_i^+S_j^--S_i^-S_j^+=2i(S_i^yS_j^x-S_i^xS_j^y)=-2i\,\hat z\cdot(\mathbf S_i\times\mathbf S_j),$$

and therefore

$$\hat z\cdot(\mathbf S_i\times\mathbf S_j)=\tfrac i2(S_i^+S_j^--S_i^-S_j^+).$$

Exchange contains $S_i^zS_j^z+\frac12(S_i^+S_j^-+S_i^-S_j^+)$. Every off-diagonal term thus has one raising operator acting on a different site from the lowering operator. On the polarized state $|F\rangle$ the raising operator gives zero, so $|F\rangle$ is an eigenstate. Total $S^z$ is conserved, and the states with one magnon,

$$|j\rangle=\frac{S_j^-|F\rangle}{\sqrt{2S}},$$

form a closed set. Since $S_j^+S_j^-|F\rangle=2S_j^z|F\rangle=2S|F\rangle$,

$$S_i^-S_j^+|j\rangle=2S|i\rangle .$$

The matrix elements follow, with energies measured from $|F\rangle$:

- A nearest-neighbour hop has amplitude $-J\cdot\frac12\cdot2S=-JS$.
- A second-neighbour hop from $j$ to $i$ has amplitude $D\nu_{ij}(-\frac i2)2S=-i\nu_{ij}DS$.
- Lowering one spin changes each of its three exchange bonds from $-JS^2$ to $-JS(S-1)$, a cost $3JS$. Its anisotropy energy rises by $A[S^2-(S-1)^2]=(2S-1)A$. The on-site energy is $\varepsilon=3JS+(2S-1)A$.

Haldane's model has real first-neighbour hopping $t_1$ and second-neighbour hopping $t_2e^{i\nu_{ij}\phi}$. Because $-i\nu_{ij}=e^{-i\nu_{ij}\pi/2}$, the map is

$$t_1=-JS,\qquad t_2=DS,\qquad \phi=-\pi/2,$$

with no staggered on-site term. The particles are bosons, so there is no Fermi level; what carries over is the band structure. No expansion in $1/S$ has been made: within this Hamiltonian the one-magnon energies hold for every $S$.

**Bloch matrix.** Take plane waves $e^{i\mathbf k\cdot\mathbf r}$ on each sublattice. On A, each pair of displacements $\pm b_m$ contributes

$$-iDS\,e^{i\mathbf k\cdot b_m}+iDS\,e^{-i\mathbf k\cdot b_m}=2DS\sin(\mathbf k\cdot b_m).$$

On B the sign is opposite. With

$$f=\sum_m e^{i\mathbf k\cdot\delta_m},\qquad g=2\sum_m\sin(\mathbf k\cdot b_m),$$

the matrix and its eigenvalues are

$$h=\varepsilon+S\begin{pmatrix}Dg&-Jf\\-Jf^*&-Dg\end{pmatrix},\qquad E_\pm=\varepsilon\pm S\sqrt{J^2|f|^2+D^2g^2}.$$

**Dirac points.** At $K=(4\pi/(3\sqrt3),0)$ the phases $K\cdot\delta_m$ are $0,-2\pi/3,+2\pi/3$. Three unit phasors $120^\circ$ apart add to zero, so $f=0$. The phases $K\cdot b_m$ are $-2\pi/3,4\pi/3,-2\pi/3$, each with sine $-\sqrt3/2$, so $g=-3\sqrt3$. At $K'=-K$, $f=0$ and $g=+3\sqrt3$. At both points

$$\boxed{E_+-E_-=6\sqrt3\,S|D|}.$$

This was tested by building the Hamiltonian from spin matrices on an 18-site periodic cluster. For $(S,J,D)=(\frac12,1,0.13)$, $(1,1.3,-0.21)$ and $(\frac32,2,0.2)$, in a common energy unit and with $A=0.1$, the splitting at both corners agreed with the formula within $10^{-9}$ of that unit.

## When this is the full band gap

The bands lie symmetrically about the constant $\varepsilon$. The full gap is therefore $2S$ times the minimum of $\sqrt{J^2|f|^2+D^2g^2}$ over the zone.

Put $\theta_m=\mathbf k\cdot b_m$, so that $\theta_1+\theta_2+\theta_3=0$ and $|f|^2=3+2\sum_m\cos\theta_m$. At fixed $|f|$, an extremum of $g$ satisfies, with Lagrange multipliers $\lambda,\mu$,

$$\cos\theta_m+\lambda\sin\theta_m=\mu\quad\text{for all }m.$$

This equation has at most two solutions per period, so two of the three angles coincide modulo $2\pi$. (If the constraints are themselves degenerate, all $\sin\theta_m$ are equal, with the same consequence.) Take the angles as $\theta,\theta,-2\theta$ and let $u=\cos\theta$. Then

$$|f|^2=3+2(2u+2u^2-1)=(2u+1)^2,$$

$$g^2=[4\sin\theta(1-u)]^2=16(1+u)(1-u)^3 .$$

Inserting $u=(-1\pm|f|)/2$ gives the two extremal values

$$(1+|f|)(3-|f|)^3\quad\text{and}\quad(1-|f|)(3+|f|)^3,$$

the second existing only for $|f|\le1$. Their difference is $16|f|^3\ge0$, so the second is the smaller.

It bounds $g^2$ from below for $|f|<1$ provided $g$ has no zero there. For angles that sum to zero,

$$\sum_m\sin\theta_m=-4\prod_m\sin(\theta_m/2).$$

Thus $g=0$ requires one angle to be a multiple of $2\pi$. The other two are then opposite, $\sum\cos\theta_m=1+2\cos\theta\ge-1$, and $|f|\ge1$. So for $|f|<1$, using $(3+|f|)^3\ge27(1+|f|)$,

$$g^2\ge(1-|f|)(3+|f|)^3\ge27(1-|f|^2).$$

It follows that

$$J^2|f|^2+D^2g^2\ge|f|^2J^2+(1-|f|^2)\,27D^2\ge\min(J^2,27D^2),$$

since the middle expression is a weighted mean. For $|f|\ge1$ the left side is at least $J^2$. Both values are reached: $27D^2$ at K, and $J^2$ at M, the midpoint of a zone edge, where $|f|=1$ and $g=0$. Hence

$$E_{\rm gap}=2S\min\left(J,\,3\sqrt3|D|\right).$$

The splitting at K is the full gap for $|D|\le J/(3\sqrt3)=0.1925J$. Beyond that the gap is $2SJ$, set at M, and no longer measures $D$.

**Stability.** The polarized state must also survive. At zero anisotropy, $E_-\ge0$ requires $J^2|f|^2+D^2g^2\le9J^2$. With the upper bound on $g^2$ this is guaranteed if

$$\frac{D^2}{J^2}\le r(|f|),\qquad r(x)=\frac{3+x}{(1+x)(3-x)^2}.$$

The logarithmic derivative of $r$ is

$$\frac1{3+x}-\frac1{1+x}+\frac2{3-x}=\frac{2x(5+x)}{(3+x)(1+x)(3-x)}\ge0,$$

so $r$ is smallest at $x=0$, where it equals $1/3$. The condition for one-magnon stability is $|D|\le J/\sqrt3=0.577J$, and the first one-magnon mode to soften sits at a zone corner.

The same bound covers large rotations of classical spins. With $\psi=S^x+iS^y$, the transverse energy is $\psi^\dagger T\psi/(2S)$, where $T$ is the hopping matrix, whose eigenvalues are then at least $-3JS$. The $z$ components obey the same bound with exchange alone. The total is at least $-\frac32JS^2$ per site, the energy of the polarized state; easy-axis anisotropy favours that state further. This proves a classical ground state; it does not prove that $|F\rangle$ is the quantum ground state. Near the bound it need not be: on the 18-site cluster at $A=0$, states with several magnons already lie below $|F\rangle$ at $D=0.57J$ for $S=3/2$ and at $D=0.55J$ for $S=1/2$.

## What the Haldane map adds

Write $h-\varepsilon=\mathbf h\cdot\boldsymbol\sigma$, with $\boldsymbol\sigma$ the Pauli matrices. Expanding $f$ to first order in the displacement $\mathbf q$ gives

$$h_x+ih_y=\tfrac32JS(q_x+iq_y)\ \text{at }K,\qquad h_x+ih_y=-\tfrac32JS(q_x-iq_y)\ \text{at }K'.$$

The two corners have opposite orientation, and $h_z=SDg$ also has opposite signs there.

For a field direction $(\vartheta,\varphi)$ the lower state is $u=(\sin\frac\vartheta2,-e^{i\varphi}\cos\frac\vartheta2)$. With the Berry connection $i\langle u|\nabla u\rangle$, its $\varphi$ component is $-\cos^2\frac\vartheta2$ and the curvature is $\frac12\sin\vartheta$, half the solid angle. The Chern number of the lower band is therefore the number of times $\mathbf h/|\mathbf h|$ wraps the sphere. (For this count $\mathbf h$ must be periodic over the zone. Replacing $f$ by $fe^{-i\mathbf k\cdot\delta_1}$, a change of phase of the B waves, makes it so and leaves the zeros of $f$ and the orientations there unchanged.) Count the points where $\mathbf h$ points to $+z$, with their orientation. These require $f=0$, which happens at K and K′ alone, since three unit phasors cancel only when $120^\circ$ apart. For $D>0$, $h_z>0$ at K′, whose orientation is negative. The lower band has Chern number $-1$; for $D<0$ it has $+1$.

A difference $\delta$ between the anisotropies of A and B adds $(2S-1)\delta/2$ to $h_z$ at both corners. For $S>1/2$ the gap closes at one corner when

$$|\delta|=\frac{6\sqrt3\,S|D|}{2S-1}.$$

Beyond this value $h_z$ has the same sign at K and K′, so either both corners count, with opposite orientations, or neither does, and the Chern number is zero. This presupposes that the polarized state survives. With $A$ now the mean anisotropy, the lower magnon energy at $\mathbf k=0$, where $|f|=3$ and $g=0$, must stay positive:

$$3JS+(2S-1)A>\sqrt{(3JS)^2+\left[(2S-1)\delta/2\right]^2}.$$

Where this and the other stability conditions hold, a gap at K is not by itself evidence of the Haldane phase.

## Second derivation: the torque on a precessing spin

Now treat the spins as classical vectors with small transverse parts. A spin with energy $-\mathbf B_i\cdot\mathbf S_i$ obeys $\hbar\dot{\mathbf S}_i=\mathbf S_i\times\mathbf B_i$. With $\psi_i=S_i^x+iS_i^y$, $\beta_i=B_i^x+iB_i^y$ and $S_i^z\approx S$, the transverse components combine to

$$i\hbar\dot\psi_i=B_i^z\psi_i-S\beta_i .$$

The first term is precession about the axis. The second describes how a transverse field that follows the spin reduces the torque on it.

The DM bond energy is $D\nu_{ij}\mathbf S_i\cdot(\mathbf S_j\times\hat z)$, and the transverse vector $\mathbf S_j\times\hat z$ is $-i\psi_j$ in complex form. The field is minus the derivative of the energy, so

$$\beta_i=J\sum_{j\,\rm first}\psi_j+iD\sum_{j\,\rm second}\nu_{ij}\psi_j .$$

The DM coupling gives no field along $z$. Exchange and anisotropy give $B^z=3JS+2SA$, equal on both sublattices.

Consider a wave with $\psi_j\propto e^{iK\cdot\mathbf r_j}$. The three nearest neighbours of any site precess $120^\circ$ apart, and their exchange fields cancel. The two sublattices therefore precess independently. For an A spin, the three left-turn neighbours have relative phase $-120^\circ$ and the three right-turn neighbours $+120^\circ$:

$$\beta_A=iD\cdot3\left(e^{-2\pi i/3}-e^{2\pi i/3}\right)\psi_A=iD(-3\sqrt3\,i)\psi_A=3\sqrt3\,D\,\psi_A .$$

For $D>0$ the DM field is parallel to the spin's own transverse part and slows the precession. On B left and right are exchanged, so $\beta_B=-3\sqrt3D\psi_B$ and the precession is faster:

$$\hbar\omega_A=B^z-3\sqrt3\,SD,\qquad \hbar\omega_B=B^z+3\sqrt3\,SD .$$

The difference is again $6\sqrt3\,SD$. The number can now be read off: six second neighbours each contribute $\sin120^\circ=\sqrt3/2$, which makes $3\sqrt3$, and the sublattices shift in opposite directions.

**Further exchange.** Second-neighbour Heisenberg exchange $J_2$ acts equally on A and B. The third neighbours, at $-2\delta_m$, again have phases $120^\circ$ apart, so the transverse field of $J_3$ cancels. Neither changes the splitting at K, though either can shift band edges elsewhere.

**In-plane anisotropic exchange.** Add the bond energy $-Q\,\mathrm{Re}(e^{-2i\alpha}\psi_i\psi_j)$ on nearest neighbours, where $\alpha$ is the bond angle. It breaks conservation of $S^z$ and adds $Q\sum_je^{2i\alpha}\psi_j^*$ to $\beta_i$. For a B wave $\psi_B=ue^{i(K\cdot\mathbf r-\omega t)}$, coupled to $\psi_A^*=ve^{i(K\cdot\mathbf r-\omega t)}$, the three phase factors are each $-1$. Both waves have the same energy $E$ at $Q=0$, because A at K′ has the energy of B at K. Hence

$$(\hbar\omega-E)u=3SQ\,v,\qquad-(\hbar\omega+E)v=3SQ\,u,$$

and $\hbar\omega=\sqrt{E^2-9S^2Q^2}$. For an A wave at K the factors are $-1,e^{-i\pi/3},e^{i\pi/3}$, which sum to zero, so in this linear treatment it is unaffected.

## Numbers for a layered spin-3/2 magnet

Take $S=3/2$, $J=2$ meV, $D=0.2$ meV, $A=0.1$ meV and $d=0.4$ nm. Then $D/J=0.10$, below both limits. The on-site energy is $3(2)(1.5)+2(0.1)=9.2$ meV, and

$$E_{\rm gap}=6\sqrt3\times1.5\times0.2\ \text{meV}=3.12\ \text{meV},$$

or 0.754 THz. The bands at K lie at 7.64 and 10.76 meV. At M they lie at $9.2\mp3$, or 6.2 and 12.2 meV, so the edges of the gap are at K. The magnon wavelength there is $2\pi d/|K|=1.04$ nm, which an antenna would have to resolve to excite these states directly.

These are round values in the rough range of layered insulating honeycomb ferromagnets with spin 3/2, where exchange is a few meV; $D$ is the least certain of them. Real crystals depart from the model in several ways. The sizes below are each found with the other parameters fixed:

- **Temperature.** At 10 K the unperturbed bands hold 0.065 magnons per site. Replacing $S$ by $\langle S^z\rangle$ lowers the gap by $0.065/1.5$, about 4%, to 2.98 meV. Letting the bands soften self-consistently with $\langle S^z\rangle$ raises this to nearly 5%, or 2.97 meV.
- **Further exchange.** With $J_2=0.2$ and $J_3=0.05$ meV the full gap stays at 3.12 meV.
- **Unequal sublattices.** A difference $\delta=0.02$ meV, as a substrate might cause, gives 3.08 meV at K and 3.16 meV at K′. Closing the gap takes 1.56 meV. By then the lowest magnon energy at $\mathbf k=0$ has fallen from 0.20 to 0.07 meV; it reaches zero at $\delta=1.91$ meV, so the polarized state is lost there at the latest.
- **In-plane anisotropic exchange.** In linear spin-wave theory, $Q=0.2$ meV gives a splitting at K of 3.08 meV for $D>0$ and 3.17 meV for $D<0$. With $D=0$ it still leaves 0.04 meV, so a splitting alone does not identify $D$. Quantum corrections to these small shifts are of relative order $1/(2S)$, about a third for spin 3/2, so the last digit is not reliable: exact second-order perturbation theory in $Q$ on clusters of 18 and 36 sites gives about 3.07, 3.19 and 0.06 meV.
- **Dipolar coupling.** The dipole field of one nearest neighbour changes a magnon energy by about 0.005 meV. Summed over the whole layer, the coupling lowers both levels at K by about 0.03 meV. The shift is the same on A and B, so to first order the splitting does not change. The lowest magnon energy at $\mathbf k=0$, however, falls from 0.20 to 0.15 meV, which adds thermal magnons and pushes the reduction at 10 K above 5%.

Magnon damping, coupling to phonons and coupling between layers are left out. Damping matters for a device that works inside the gap, since it must leave the two bands distinct. The remaining values are in the numerical output.

## What each derivation assumes

The first derivation needs a fully polarized state and conservation of $S^z$. In return it treats the spins quantum mechanically, holds for every $S$ at zero magnon density, and gives the whole band structure, hence the condition for a full gap and the Chern number. It fails as stated once $Q$ is present, because the number of magnons is then no longer fixed.

The second needs small precession angles, and here it was solved at the zone corner alone. It replaces the anisotropy energy $(2S-1)A$ by $2SA$, an error that cancels in the splitting. It does not need conservation of $S^z$, which is why it could take in $Q$. It also extends to finite temperature: replacing $S_i^z$ by its thermal mean in the equation of motion, the random-phase approximation, gives a splitting $6\sqrt3\langle S^z\rangle|D|$. That replacement neglects correlations between spins, so the reduction of 4 to 5% at 10 K is an estimate, whereas the splitting of the one-magnon states above $|F\rangle$ is exact for the stated Hamiltonian.

## Computed results

```
Spin S: 1.5
Exchange J: 2.000 meV
DM coupling D: 0.200 meV
Easy-axis anisotropy A: 0.100 meV
Nearest-neighbour distance: 0.40 nm
Ratio D/J: 0.1000
Limit of D/J for gap at K: 0.1925
Limit of D/J for stability (A=0): 0.5774
First-neighbour hopping -JS: -3.000 meV
Second-neighbour hopping size DS: 0.300 meV
On-site energy: 9.200 meV
Lower, upper band at Gamma: 0.2000, 18.2000 meV
Lower, upper band at K: 7.6412, 10.7588 meV
Lower, upper band at M: 6.2000, 12.2000 meV
Dirac gap: 3.1177 meV
Dirac gap as frequency: 0.7539 THz
Full band gap from zone scan: 3.1177 meV
Magnon wavelength at K: 1.039 nm
Lower-band Chern number, D>0: -1
Lower-band Chern number, D<0: 1
Temperature: 10.0 K
Thermal energy kT: 0.8617 meV
Thermal magnons per site: 0.0648
Thermal gap reduction, estimate: 4.32 %
Thermally reduced gap, estimate: 2.983 meV
Trial J2, J3: 0.200, 0.050 meV
K splitting with J2, J3: 3.1177 meV
Full band gap with J2, J3: 3.1177 meV
Trial sublattice difference delta: 0.020 meV
Gap at K, K' with delta: 3.0777, 3.1577 meV
delta that closes the gap: 1.5588 meV
Chern number at 1.2 times that delta: 0
Trial in-plane exchange Q: 0.200 meV
Pair coupling 3SQ: 0.900 meV
K splitting with Q, D>0: 3.0800 meV
K splitting with Q, D<0: 3.1709 meV
K splitting with Q, D=0: 0.0441 meV
Dipolar energy scale (g=2): 0.00503 meV
```
